Locating the quasi-static capacitance minimum of a silicon MOS capacitor

**The question**

A metal gate lies on an oxide of thickness 5.0 nm over uniformly doped p-type silicon. The acceptor density is NA = 1.0×10¹⁷ cm⁻³ and the temperature is T = 300 K. Take the rough values ni = 1.0×10¹⁰ cm⁻³ for the intrinsic density and 11.7 and 3.9 for the relative permittivities of silicon and oxide.

There are no traps in the silicon, in the oxide or at their interface. All acceptors are ionised, and the carriers are classical and obey Boltzmann statistics. The gate voltage changes so slowly that electrons and holes stay in equilibrium; this is the meaning of "quasi-static". The silicon is thick enough to contain a neutral bulk.

Let x be the depth below the oxide and ψ(x) the potential relative to the neutral bulk, with surface value ψs. Positive ψs bends the bands downward and attracts electrons. Write φt = kT/q and u = ψs/φt. The bulk potential φB = φt uB is defined by the bulk hole density, p0 = ni exp(uB).

**Part (a)**

Derive the capacitance per area Cs of the silicon as a function of u. Show that the gate capacitance C and Cs have their minima at the same surface potential.

**Answer (a)**

Let v(x) = ψ(x)/φt, so that v(0) = u. In equilibrium

p = p0 e^(−v),  n = n0 e^v,  n0 = ni exp(−uB).

Bulk neutrality requires NA = p0 − n0 = 2 ni sinh uB. Define r = n0/p0 = exp(−2uB). The charge density is q(p − n − NA), so Poisson's equation is

εs d²ψ/dx² = −q[p0(e^(−v) − 1) − n0(e^v − 1)].

Divide by q p0 and measure depth in units of L = √[εs φt/(q p0)], with ξ = x/L:

d²v/dξ² = 1 − e^(−v) + r(e^v − 1).

Multiply by dv/dξ. The left side becomes the derivative of ½(dv/dξ)². Integrating from the bulk, where v and dv/dξ vanish, gives

½(dv/dξ)² = G(v),
G(v) = e^(−v) + v − 1 + r(e^v − v − 1).

Both groups of terms in G are non-negative and vanish only at v = 0. The potential is therefore monotonic. For positive u it falls with depth, so the surface field −dψ/dx is positive; for negative u it is negative:

Fs = sgn(u)(φt/L)√(2G(u)).

By Gauss's law the silicon holds the charge −εs Fs per area. Without traps or oxide charge, the gate holds the opposite charge, Q = εs Fs. Hence

Cs = dQ/dψs = (1/φt) dQ/du = (εs/L) |G′(u)|/√(2G(u)),

where G′ = 1 − e^(−u) + r(e^u − 1) has the sign of u, which turns sgn(u)G′ into |G′|.

The gate voltage measured from flat band is ψs + Q/Cox, with Cox = εox/tox. Differentiating with respect to Q gives

1/C = 1/Cs + 1/Cox.

Since Cox is constant, C rises whenever Cs rises, and both are least at the same ψs. Since Cs is positive, the gate voltage increases steadily with ψs, so a sweep meets each surface potential once. A gate that itself depletes would replace Cox by a function of Q, and the two minima need not then coincide.

**Part (b)**

Show that for p-type material Cs has one minimum over the whole range of surface potential. On which side of u = uB does it lie? What happens in the intrinsic limit uB = 0?

**Answer (b)**

Differentiate sgn(u)G′/√(2G):

d/du[sgn(u)G′/√(2G)] = sgn(u) H/(2√2 G^(3/2)),
H = 2GG″ − G′².

The sign of H follows from its own derivative, because two terms cancel:

H′ = 2G′G″ + 2GG‴ − 2G′G″ = 2GG‴,
G‴ = −e^(−u) + r e^u.

G‴ vanishes when e^(2u) = 1/r, that is, at u = uB. It is negative below that point and positive above. Also H(0) = 0, since G(0) = G′(0) = 0. There are three ranges to consider.

For u < 0, H decreases towards zero as u rises to zero, so H is positive there. The factor sgn(u) is −1, and Cs falls as u increases.

For 0 < u ≤ uB, H has decreased from zero and is negative. The factor sgn(u) is +1, so Cs still falls.

For u > uB, H increases. At large u the exponential dominates, G ≈ G′ ≈ G″ ≈ r e^u, and H ≈ r² e^(2u), which grows without bound. H therefore crosses zero once, at some u* > uB, and Cs rises afterwards.

The point u = 0 needs a separate look because G vanishes there. To lowest order G = (1 + r)u²/2 and G‴ = −(1 − r). Integrating H′ gives H = −(1 − r²)u³/3. The slope of |G′|/√(2G) at flat band is then −(1 − r)/[3√(1 + r)], which is finite and negative. The single minimum is therefore at u*, on the inversion side of uB.

In the intrinsic limit r = 1 and G = 2cosh u − 2 = 4sinh²(u/2). Then

Cs = (εs/L)√2 cosh(u/2),

whose minimum is at u = 0. There the minimum coincides with twice the bulk potential, both being zero. Any separation between them is thus a consequence of doping.

**Part (c)**

Obtain an equation for the distance Δ = 2uB − u* in doped silicon. Evaluate Δ for the given capacitor, and say how it depends on doping.

**Answer (c)**

Let w = r e^u = exp(u − 2uB). This is the surface electron density divided by p0, which here equals NA to far better than the accuracy of the model. In the region of interest e^(−u) and r(u + 1) are both of order 10⁻¹² or smaller, so

G ≈ u − 1 + w,  G′ ≈ 1 + w,  G″ ≈ w.

The condition H = 0 becomes

2(u − 1 + w)w = (1 + w)²,
2(u − 1)w + 2w² = 1 + 2w + w²,
w² + 2(u − 2)w − 1 = 0.

Put a = u − 2. The positive root is

w = √(a² + 1) − a = 1/[√(a² + 1) + a] = exp(−asinh a).

Since ln w = u − 2uB, taking logarithms gives

2uB − u* = asinh(u* − 2).

The left side falls with u* and the right side rises, so there is one solution.

For the given data uB = asinh[10¹⁷/(2×10¹⁰)] = 16.118 and 2uB = 32.236. Start with Δ = 4, for which a = 32.236 − 4 − 2 = 26.236 and asinh a = 3.961. Using this value, a = 26.275 and asinh a = 3.962, which no longer changes at this precision. Thus

u* = 28.274,  Δ = 3.96.

With φt = 0.02585 V, twice the bulk potential is 0.833 V and the minimum is at ψs = 0.731 V. The distance is 0.102 V, or about four kT/q.

Two numerical routes that do not use this equation agree with it. Poisson's equation was solved on a grid of spacing 0.01L reaching to 25L, the charge was summed, and the capacitance was found by differentiation; its minimum lies at u = 28.2736, where the last digit is a mesh error (halving the spacing gives 28.2740). A gate-voltage sweep with the oxide included gives 28.2741, the same as the root of the full condition H = 0.

For large a, asinh a ≈ ln(2a). The equation can then be solved in closed form. From 2uB − 2 − a = ln(2a) it follows that

a e^a = ½exp(2uB − 2),
u* ≈ 2 + W[½exp(2uB − 2)],

where W is the Lambert function, the inverse of a e^a. This gives u* = 28.2744. The small excess comes from the neglected term 1/(4a²) in asinh a.

To find the doping dependence, differentiate Δ = asinh(2uB − Δ − 2) with respect to 2uB:

dΔ/d(2uB) = [1 − dΔ/d(2uB)]/√(a² + 1),
dΔ/d(2uB) = 1/[1 + √(a² + 1)] ≈ 0.037.

A tenfold increase in NA raises 2uB by 2 ln 10 = 4.61 and therefore raises Δ by about 0.17. At fixed temperature and ni, the full condition gives Δ = 3.555, 3.778, 3.962 and 4.118 for NA = 10¹⁵, 10¹⁶, 10¹⁷ and 10¹⁸ cm⁻³. In this classical model four is a fair rounded value over the range, but it is not a constant of the MOS capacitor. Part (e) shows that confinement changes both the value and its trend with doping.

**Part (d)**

Explain the position of the minimum by separating the electron and depletion charges. Find the capacitances at the minimum and at ψs = 2φB, and say how sharply the minimum is defined.

**Answer (d)**

Let b = 2(u − 1), which is 54.5 at the minimum. Since w is much smaller than b, the normalised charge is

√(2G) = √(b + 2w) ≈ √b + w/√b.

The first term is the depletion charge. The second is the electron charge to leading order in 1/b. To see this, note that the normalised field near the surface is √b, so the electron density falls there as w exp(−√b ξ), and its integral over ξ is w/√b.

The depletion capacitance is the derivative of √b. Because db/du = 2, it equals b^(−1/2), and its slope is −b^(−3/2). Relative to the capacitance itself, this slope is only −1/b per unit of u, because the depletion layer widens slowly. The electron capacitance is approximately w b^(−1/2), and since w grows as e^u, its slope is about the same size as its value. The two slopes cancel when

w ≈ 1/b.

Keeping the next term in the derivative of the electron charge changes this to w ≈ 1/(b − 2) = 1/[2(u − 2)], the large-a form of part (c). A small but rapidly growing electron capacitance is thus enough to stop the fall.

At the minimum the surface electron density is 0.0190 NA, or 1.9×10¹⁵ cm⁻³. Electrons supply 1.9% of the silicon capacitance but only 0.036% of the silicon charge. The capacitance responds to the rate at which charge grows, and so it registers the electrons long before they matter to the total charge.

For the capacitances, L = 12.93 nm gives εs/L = 0.801 µF/cm². At the minimum

Cs = 0.801 × 1.0190/√(2 × 27.293) = 0.1105 µF/cm².

At ψs = 2φB, w = 1 and G ≈ u = 32.236, so

Cs = 0.801 × 2/√(2 × 32.236) = 0.1996 µF/cm².

The silicon capacitance has already risen by a factor of 1.8. The condition ψs = 2φB marks equal surface electron and acceptor densities; it does not mark the minimum.

With Cox = 0.691 µF/cm², the gate capacitance at the minimum is

C = 0.1105 × 0.6906/(0.1105 + 0.6906) = 0.0953 µF/cm².

The oxide field there is 0.443 MV/cm, which over 5.0 nm gives a drop of 0.22 V. Adding ψs = 0.73 V places the minimum about 0.95 V above the flat-band gate voltage.

The minimum is shallow. By part (b), dCs/du is proportional to H/(2G)^(3/2). At the minimum H = 0, so only H′ = 2GG‴ contributes to the next derivative. The relative curvature of Cs is therefore G‴/G′ ≈ w/(1 + w), which is about 0.019 per unit of u squared. A rise of 1% needs a displacement of √(2 × 0.01/0.019) ≈ 1.0. The full expression gives 1.23 kT/q below the minimum and 0.89 kT/q above it. The upper side is steeper because the electron term grows exponentially. Since a relative change of C is C/Cs = 0.86 times that of Cs, a capacitance error below one per cent can displace the apparent minimum by about kT/q.

**Part (e)**

Electrons at the surface are confined by the oxide and the surface field. Estimate how this alters Δ on a (100) surface, using a uniform field and an impenetrable oxide.

**Answer (e)**

The electron charge at the minimum is so small that the field may be taken from the depletion charge alone: F = (φt/L)√b = 0.148 MV/cm. The potential energy is qFx for x > 0, with a hard wall at x = 0. The levels of a valley with mass m perpendicular to the surface are

Ej = aj [ħ²/(2m)]^(1/3) (qF)^(2/3),

where −aj are the zeros of the Airy function. Let md be the density-of-states mass for motion along the surface. At fixed surface potential, a common Boltzmann factor multiplies both sheet densities. Apart from that factor, a valley contributes

quantum: [md kT/(πħ²)] Σj exp(−Ej/kT),
classical: 2 m^(1/2) md [kT/(2πħ²)]^(3/2) kT/(qF).

Define s = [ħ²/(2m)]^(1/3)(qF)^(2/3)/(kT). Since s^(3/2) = ħqF/[√(2m)(kT)^(3/2)], the ratio for one valley is

R(m) = 2√π s^(3/2) Σj exp(−aj s).

On a (100) surface two valleys have m = 0.92 electron masses and four have 0.19. All six have equal classical densities, so R = [2R(0.92) + 4R(0.19)]/6. At the stated field this is 0.35.

At a given surface potential there are thus about a third as many electrons as in the classical model. The balance of part (d) becomes R e^(−Δ) ≈ 1/[2(u − 2)], or

Δ ≈ ln[2(u − 2)] + ln R.

With R fixed at 0.35, ln R = −1.05. The minimum moves to u ≈ 29.3, where the first term is 4.00, so Δ ≈ 2.95. Minimising the capacitance with the field dependence of R retained gives Δ = 2.90. At this doping, confinement therefore shifts the minimum by about one kT/q towards 2φB. The shift grows with the surface field, and so with doping: at 10¹⁸ cm⁻³ the field at the classical minimum is about 0.50 MV/cm, R is about 0.05 and ln R ≈ −3.0. The same minimisation gives Δ = 3.46, 3.45, 2.90 and about 1.1 for NA = 10¹⁵, 10¹⁶, 10¹⁷ and 10¹⁸ cm⁻³. The distance of about four kT/q and its slow rise with doping both belong to the classical model with fully ionised acceptors. The value 2.9 is itself an estimate, since it neglects penetration into the oxide and the variation of the field across the electron layer. At 10¹⁷ cm⁻³ the variation of the field changes Δ by only about 0.01, but a finite barrier of 3.1 eV with a rough oxide mass of 0.5 electron masses raises it by about 0.15.

**Part (f)**

Which other assumptions matter in a real capacitor or transistor, and by how much do they change the result?

**Answer (f)**

The doping and oxide thickness are chosen values, and the intrinsic density is a rough room-temperature value. Except where stated, each comparison below changes one assumption and keeps the electrons classical.

*Material and temperature.* Doubling ni changes Δ from 3.96 to 3.91. At 400 K, with ni roughly 5.1×10¹² cm⁻³, Δ is 3.36; since kT/q is then 0.0345 V, the distance is 0.116 V, larger in volts though smaller in thermal units. For an acceptor level of degeneracy four, 0.045 eV above the valence band, and an effective valence-band density of states of 3×10¹⁹ cm⁻³, 93.4% of the bulk acceptors are ionised. Measured from twice the bulk potential set by the actual hole density, Δ becomes 3.89. Most of this change is ln(0.934) = −0.07, because the depleted acceptors near the surface are ionised while the bulk holes are fewer than NA. At 10¹⁸ cm⁻³ the same level leaves only about 66% ionised and Δ is 3.69, so the rise with doping found in part (c) does not extend to that density once ionisation is incomplete. Degeneracy corrects the bulk hole statistics by about 0.12%.

*Traps.* An interface trap density D that is uniform in energy adds the constant capacitance q²D in parallel with Cs. It cannot move the minimum in ψs. For 10¹⁰ cm⁻² eV⁻¹ it adds 1.45% to the minimum silicon capacitance. A density that varies with energy moves it if the trap capacitance has a slope there. Suppose the trap capacitance rises by 1% of the minimum Cs per kT/q. The electron term then has to supply only the rest of the slope that balances the depletion term, so w falls from 0.019 to about 0.009. Since w grows as e^u, the minimum moves by about ln(0.019/0.009) ≈ 0.7 kT/q towards lower ψs.

*Sweep rate.* Without a source of electrons, thermal generation must form the inversion layer. With a rough generation lifetime τ = 10 µs and a depletion width Wd = L√b = 95.5 nm, the generation current per area is of order q ni Wd/(2τ). Dividing by Cox gives a ceiling of about 1.1 mV/s for following a dark sweep in strong inversion. This is an upper estimate, since only the part of the layer where both carrier densities are well below ni generates at the full rate. A sweep that keeps strong inversion close to equilibrium must be much slower. Near the minimum far less electron charge has to be supplied, so the limit there is less severe than in strong inversion. Light, or a transistor source connected to the surface, can supply electrons much faster. If electrons cannot respond at all, their term in part (d) is absent, the depletion capacitance keeps falling, and the minimum disappears.

*Fields and geometry.* The oxide field of 0.443 MV/cm is far below the rough 10 MV/cm at which good oxide breaks down, and tunnelling through 5 nm at this field is negligible for the present purpose. The band bending of 0.73 V is less than the silicon gap of roughly 1.1 V divided by q, so a carrier crossing the layer cannot gain enough energy to create a pair. Much thinner oxides can leak, and a thin transistor body may have no neutral bulk. In that last case the integration in part (a) no longer starts from zero field and zero potential, and the result does not apply.

Among the shifts of the minimum estimated here at 300 K, confinement gives the largest, though a trap density that varies more steeply with energy than assumed above could exceed it. Apart from the shift due to an energy-dependent trap density, which is estimated by hand above, the main values behind these comparisons are in the numerical output below.

Computed values

```
temperature: 300 K
acceptors: 1.0e+17 cm^-3
intrinsic density (rough): 1.0e+10 cm^-3
relative permittivity Si, SiO2: 11.7, 3.9
oxide thickness: 5.0 nm
kT/q: 0.02585 V
bulk potential / (kT/q): 16.1181
bulk potential: 0.4167 V
twice bulk potential: 0.8334 V
Debye length: 12.93 nm
u at minimum, exact: 28.2741
u at minimum, asinh equation: 28.2741
u at minimum, Lambert form: 28.2744
u at minimum, Poisson grid: 28.2736
u at minimum, gate sweep: 28.2741
surface potential at minimum: 0.7309 V
distance below 2 phi_B: 3.9621 kT/q
distance below 2 phi_B: 0.1024 V
surface electrons/acceptors at minimum: 0.01902
surface electron density: 1.90e+15 cm^-3
electron share of Si capacitance: 1.87 %
electron share of Si charge: 0.036 %
depletion width at minimum: 95.5 nm
Si capacitance at minimum: 0.1105 uF/cm2
Si capacitance at 2 phi_B: 0.1996 uF/cm2
oxide capacitance: 0.6906 uF/cm2
total capacitance at minimum: 0.0953 uF/cm2
gate voltage from flat band: 0.9525 V
1 % span below minimum: 1.23 kT/q
1 % span above minimum: 0.89 kT/q
distance at 1e+15 cm^-3: 3.555 kT/q
distance at 1e+16 cm^-3: 3.778 kT/q
distance at 1e+17 cm^-3: 3.962 kT/q
distance at 1e+18 cm^-3: 4.118 kT/q
Si surface field: 0.148 MV/cm
oxide field: 0.443 MV/cm
quantum/classical electron density: 0.350
distance with confinement: 2.90 kT/q
acceptor level, valence density: 0.045 eV, 3e+19 cm^-3
ionised bulk acceptors: 93.4 %
distance, incomplete ionisation: 3.891 kT/q
distance with ni doubled: 3.910 kT/q
ni at 400 K (rough, gap 1.2 eV): 5.1e+12 cm^-3
distance at 400 K: 3.362 kT/q
bulk hole degeneracy correction: 0.12 %
flat trap density: 1e+10 cm^-2 eV^-1
its capacitance/Si minimum: 1.45 %
generation lifetime (rough): 10 us
dark sweep-rate ceiling: 1.1 mV/s
```
